# Lowest antiphase angle for specular electron diffraction from a growing surface: a program that tests the result

```python
"""
Result under test: terraces one layer apart reflect electrons in antiphase
in the specular beam when 2 d sin(theta) = (n + 1/2) lambda; the lowest
angle is theta = arcsin(lambda / (4 d)), about 0.62 degrees for 10 keV
electrons and d = 0.283 nm.
Symbols: theta = glancing angle from the surface plane, d = layer spacing,
lambda = relativistic vacuum wavelength, k = 2 pi / lambda,
coverage = fraction of the surface at the upper of two levels.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

energy = 1.0e4
d = 0.283
rest = const.m_e * const.c**2 / const.e
hc = const.h * const.c / const.e * 1e9
hbar_c = hc / (2 * np.pi)

# Wavelength from the energy-momentum relation
pc = np.sqrt(energy**2 + 2 * energy * rest)
lam = hc / pc
lam_nonrel = hc / np.sqrt(2 * energy * rest)
k = 2 * np.pi / lam
gamma = 1 + energy / rest


# Independent momentum: dp = dT / v, with T = s^2 to remove the singularity
def momentum_integrand(s):
    g = 1 + s * s / rest
    # beta^2 = (g - 1)(g + 1) / g^2, written without cancellation
    beta_over_s = np.sqrt((g + 1) / rest) / g
    return 2 / beta_over_s


pc_integrated = quad(momentum_integrand, 0, np.sqrt(energy))[0]
assert abs(pc_integrated / pc - 1) < 1e-9

# Derived angles
theta_anti = np.arcsin(lam / (4 * d))
theta_next = np.arcsin(3 * lam / (4 * d))
theta_in = np.arcsin(lam / (2 * d))
theta_nonrel = np.arcsin(lam_nonrel / (4 * d))

# Path difference from actual distances to a remote source and detector;
# the finite distance leaves a relative error of order 1e-5
remote = 1.0e6
height = remote * np.tan(theta_anti)
path_low = 2 * np.hypot(remote, height)
path_high = 2 * np.hypot(remote, height - d)
path_difference = path_low - path_high
assert abs(path_difference / (2 * d * np.sin(theta_anti)) - 1) < 1e-4
assert abs(path_difference / (lam / 2) - 1) < 1e-4

# Explicit sum over scatterers at random lateral positions on two levels
rng = np.random.default_rng(7)
n_sites = 400
x_sites = rng.uniform(0, 1000, n_sites)
site_order = rng.permutation(n_sites)


def summed_intensity(theta, coverage):
    z_sites = np.zeros(n_sites)
    z_sites[site_order[:round(coverage * n_sites)]] = d
    k_in = k * np.array([np.cos(theta), -np.sin(theta)])
    k_out = k * np.array([np.cos(theta), np.sin(theta)])
    change = k_in - k_out
    phase = change[0] * x_sites + change[1] * z_sites
    return abs(np.mean(np.exp(1j * phase)))**2


def two_level_formula(theta, coverage):
    half_phase = 2 * np.pi * d * np.sin(theta) / lam
    return 1 - 4 * coverage * (1 - coverage) * np.sin(half_phase)**2


# The first minimum at half coverage is located without the angle formula
scan = np.radians(np.linspace(0.01, 1.5, 300))
scan_values = np.array([summed_intensity(t, 0.5) for t in scan])
first = next(i for i in range(1, len(scan) - 1)
             if scan_values[i] < scan_values[i - 1]
             and scan_values[i] <= scan_values[i + 1])
found = minimize_scalar(lambda t: summed_intensity(t, 0.5),
                        bounds=(scan[first - 1], scan[first + 1]),
                        method="bounded", options={"xatol": 1e-10})
assert abs(found.x - theta_anti) < 1e-6
assert found.fun < 1e-6
for test_angle in (np.radians(0.3), theta_anti, np.radians(0.9), theta_in):
    for cov in (0.0, 0.25, 0.5, 0.75, 1.0):
        assert abs(summed_intensity(test_angle, cov)
                   - two_level_formula(test_angle, cov)) < 1e-10
assert abs(np.degrees(theta_anti) - 0.62) < 0.005

# Wave equation along the normal for a layered absorbing crystal.
# Potential strength enters to first order in potential / beam energy.
strength = 2 * gamma * rest / hbar_c**2
inner_mean = 12.0
inner_swing = 4.0
absorption = 1.0


def cross_slab(log_derivative, q, thickness):
    c, s = np.cos(q * thickness), np.sin(q * thickness)
    return (log_derivative * c - q * s) / (c + log_derivative * s / q)


def reflection(theta, layers, plane_height):
    """Reflection amplitude referred to a fixed plane in vacuum."""
    k_normal = k * np.sin(theta)

    def q_inside(potential):
        return np.sqrt(k_normal**2
                       + strength * (potential + 1j * absorption))

    value = -1j * q_inside(inner_mean)
    for _ in range(layers):
        value = cross_slab(value, q_inside(inner_mean + inner_swing), d / 2)
        value = cross_slab(value, q_inside(inner_mean - inner_swing), d / 2)
    value = cross_slab(value, k_normal, plane_height - layers * d)
    return (1j * k_normal + value) / (1j * k_normal - value)


n_layers = 80
plane = (n_layers + 5) * d
for test_angle in (np.radians(0.4), theta_anti, np.radians(0.9)):
    ratio = (reflection(test_angle, n_layers + 1, plane)
             / reflection(test_angle, n_layers, plane))
    assert abs(ratio - np.exp(-2j * k * np.sin(test_angle) * d)) < 1e-7
ratio_anti = (reflection(theta_anti, n_layers + 1, plane)
              / reflection(theta_anti, n_layers, plane))
assert abs(ratio_anti + 1) < 1e-7

k_normal = k * np.sin(theta_anti)
normal_energy = k_normal**2 / strength
q_mean = np.sqrt(k_normal**2 + strength * inner_mean)
wrong_cycles = 2 * q_mean * d / (2 * np.pi)
true_cycles = abs(np.angle(ratio_anti)) / (2 * np.pi)
# The inner wavevector would not predict antiphase in this example
assert abs(np.exp(2j * q_mean * d) + 1) > 0.1
descent = d / np.tan(theta_anti)

print(f"Beam kinetic energy: {energy / 1000:.1f} keV")
print(f"Layer spacing d: {d:.3f} nm")
print(f"Electron rest energy: {rest / 1000:.3f} keV")
print(f"Momentum times c: {pc / 1000:.3f} keV")
print(f"Relativistic wavelength: {lam:.6f} nm")
print(f"Nonrelativistic wavelength: {lam_nonrel:.6f} nm")
print(f"sin(theta) at lowest antiphase: {np.sin(theta_anti):.6f} (no unit)")
print(f"Lowest antiphase angle: {np.degrees(theta_anti):.4f} degrees")
print(f"Same angle: {theta_anti * 1000:.3f} mrad")
print(f"First minimum from site sum: {np.degrees(found.x):.4f} degrees")
print(f"Angle with nonrel. wavelength: {np.degrees(theta_nonrel):.4f} degrees")
print(f"First in-phase angle: {np.degrees(theta_in):.4f} degrees")
print(f"Next antiphase angle: {np.degrees(theta_next):.4f} degrees")
print(f"Path difference 2 d sin(theta): {2*d*np.sin(theta_anti):.6f} nm")
print(f"Half wavelength: {lam / 2:.6f} nm")
for cov in (0.0, 0.25, 0.5, 0.75, 1.0):
    anti = summed_intensity(theta_anti, cov)
    inph = summed_intensity(theta_in, cov)
    print(f"Coverage {cov:.2f}: I/I0 antiphase {anti:.4f}, "
          f"in-phase {inph:.4f} (no unit)")
print(f"Energy of normal motion: {normal_energy:.3f} eV")
print(f"Model mean inner potential: {inner_mean:.1f} V")
print(f"Model potential swing within a layer: +/-{inner_swing:.1f} V")
print(f"Model absorptive potential: {absorption:.1f} V")
print(f"Crystal layers before adding one: {n_layers} (count)")
print(f"Step phase from wave equation: {true_cycles:.4f} cycles")
print(f"Step phase if inner k were used: {wrong_cycles:.4f} cycles")
print(f"Length over which a ray descends d: {descent:.1f} nm")
print("PASS")
```

Printed output:

```
Beam kinetic energy: 10.0 keV
Layer spacing d: 0.283 nm
Electron rest energy: 510.999 keV
Momentum times c: 101.587 keV
Relativistic wavelength: 0.012205 nm
Nonrelativistic wavelength: 0.012264 nm
sin(theta) at lowest antiphase: 0.010782 (no unit)
Lowest antiphase angle: 0.6177 degrees
Same angle: 10.782 mrad
First minimum from site sum: 0.6177 degrees
Angle with nonrel. wavelength: 0.6208 degrees
First in-phase angle: 1.2356 degrees
Next antiphase angle: 1.8535 degrees
Path difference 2 d sin(theta): 0.006102 nm
Half wavelength: 0.006102 nm
Coverage 0.00: I/I0 antiphase 1.0000, in-phase 1.0000 (no unit)
Coverage 0.25: I/I0 antiphase 0.2500, in-phase 1.0000 (no unit)
Coverage 0.50: I/I0 antiphase 0.0000, in-phase 1.0000 (no unit)
Coverage 0.75: I/I0 antiphase 0.2500, in-phase 1.0000 (no unit)
Coverage 1.00: I/I0 antiphase 1.0000, in-phase 1.0000 (no unit)
Energy of normal motion: 1.151 eV
Model mean inner potential: 12.0 V
Model potential swing within a layer: +/-4.0 V
Model absorptive potential: 1.0 V
Crystal layers before adding one: 80 (count)
Step phase from wave equation: 0.5000 cycles
Step phase if inner k were used: 1.6899 cycles
Length over which a ray descends d: 26.2 nm
PASS
```
